# Quantum capacitance of graphene: two derivations and their assumptions

## Definitions and conventions

The elementary charge is $e>0$, so an electron carries $-e$. All capacitances and densities are per unit area. Band energies $E$ are measured from the Dirac point, and $E_F$ denotes the chemical potential at temperature $T$ on that same scale. It is therefore a function of temperature and filling. For the symmetric electron and hole cones used in the derivations, it is zero when the sheet is neutral.

Let $n$ be the density of electrons in the upper band, $p$ the density of holes in the lower band, and $N=n-p$ the net density. The sheet carries the charge $-eN$. The quantum capacitance is defined as

$$C_Q=e^2\,\frac{dN}{dE_F}. \tag{1}$$

This quantity appears as a capacitance when the sheet faces a metal gate across an insulator of fixed capacitance $C_{ox}$. Let the graphene contact be grounded and let $\phi$ be the electrostatic potential of the sheet. An electron in the sheet has total energy $E-e\phi$, so the electrochemical potential is $E_F-e\phi$. Grounding sets it to zero, which gives $\phi=E_F/e$. With no work-function offset and no fixed charge, the gate sits at the potential $V_G$ and carries the charge $Q=+eN$. The voltage across the insulator is $V_G-\phi=Q/C_{ox}$, and therefore

$$V_G=\frac{E_F}{e}+\frac{eN}{C_{ox}}. \tag{2}$$

Differentiating with respect to $Q=eN$ gives

$$\frac{1}{C}=\frac{dV_G}{dQ}=\frac{1}{e^2}\frac{dE_F}{dN}+\frac{1}{C_{ox}}=\frac{1}{C_Q}+\frac{1}{C_{ox}}. \tag{3}$$

The two capacitances act in series. Part of the gate voltage sets up the field in the insulator, and the rest raises the chemical potential so that further electrons find empty states. A small density of states makes the second part large.

The result to be derived is

$$C_Q=\frac{2e^2kT}{\pi\hbar^2v^2}\,\ln\!\left[2\left(1+\cosh\frac{E_F}{kT}\right)\right]. \tag{4}$$

## The states

The model is clean graphene with independent electrons. Near each of two inequivalent corners of the Brillouin zone (the valleys) the bands are $E=\pm\hbar v k$, where $k$ is the distance from the corner and $v$ is a constant velocity. Each valley holds two spin states, so each $\mathbf k$ in a cone counts four times.

The density of allowed $\mathbf k$ values per unit area of sample is $1/(2\pi)^2$. The number of upper-cone states with energy below $E=\hbar vk$ is thus

$$4\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{\pi}=\frac{E^2}{\pi\hbar^2v^2}.$$

Its derivative is the density of states. The lower cone is the mirror image, so for both signs of $E$

$$g(E)=\frac{2|E|}{\pi\hbar^2v^2}. \tag{5}$$

Real bands are finite and curved. Equation (5) may be used at all energies because the Fermi function confines the integrals for $n$ and $p$ to energies within $|E_F|$ plus several $kT$ of the Dirac point. This range must be small compared with the hopping energy $t$ between neighbouring atoms.

## First derivation: count electrons and holes

Let $f(E)=1/(e^{(E-E_F)/kT}+1)$. Electrons occupy upper-cone states with probability $f$, and holes occupy lower-cone states with probability $1-f$:

$$n=\int_0^\infty g(E)f(E)\,dE,\qquad p=\int_{-\infty}^0 g(E)\,[1-f(E)]\,dE .$$

In the second integral put $E=-E'$ with $E'>0$. Then

$$1-f(-E')=\frac{1}{e^{(E'+E_F)/kT}+1}.$$

With $x=|E|/kT$, $\eta=E_F/kT$ and $F(y)=1/(e^y+1)$, both densities take the same form:

$$n=n_T\int_0^\infty xF(x-\eta)\,dx,\qquad p=n_T\int_0^\infty xF(x+\eta)\,dx,\qquad n_T=\frac{2}{\pi}\left(\frac{kT}{\hbar v}\right)^2. \tag{6}$$

One factor $kT$ in $n_T$ comes from $g$ and the other from $dE$.

Since $F$ depends on $x-\eta$, its derivative with respect to $\eta$ is minus its derivative with respect to $x$. An integration by parts then gives

$$\frac{dn}{d\eta}=-n_T\int_0^\infty x\,\frac{\partial F(x-\eta)}{\partial x}\,dx=-n_T\Big[xF(x-\eta)\Big]_0^\infty+n_T\int_0^\infty F(x-\eta)\,dx .$$

The boundary term vanishes at $x=0$ because of the factor $x$, and at infinity because $F$ decays exponentially. The remaining integral is elementary, since

$$F(x-\eta)=\frac{e^{\eta-x}}{1+e^{\eta-x}}=-\frac{\partial}{\partial x}\ln\!\left(1+e^{\eta-x}\right),$$

and so

$$\frac{dn}{d\eta}=n_T\ln(1+e^{\eta}). \tag{7}$$

The hole density is the same function with $\eta$ replaced by $-\eta$, which reverses the sign of the derivative:

$$\frac{dp}{d\eta}=-n_T\ln(1+e^{-\eta}). \tag{8}$$

Raising $E_F$ adds electrons and removes holes. Both changes make the sheet more negative, so the two logarithms add in $dN/d\eta$:

$$\ln(1+e^\eta)+\ln(1+e^{-\eta})=\ln(1+e^\eta+e^{-\eta}+1)=\ln[2(1+\cosh\eta)].$$

Finally $dN/dE_F=(1/kT)\,dN/d\eta$, and $e^2n_T/kT=2e^2kT/(\pi\hbar^2v^2)$. This is equation (4).

## The degenerate limit and the minimum

For $\eta>0$ write $1+e^\eta=e^\eta(1+e^{-\eta})$. The logarithm in (4) is even in $\eta$, so for either sign

$$\ln[2(1+\cosh\eta)]=|\eta|+2\ln(1+e^{-|\eta|}). \tag{9}$$

The last term is smaller than $2e^{-|\eta|}$, because $\ln(1+y)<y$ for $y>0$. Hence for $|E_F|\gg kT$

$$C_Q\to\frac{2e^2|E_F|}{\pi\hbar^2v^2}=e^2g(E_F). \tag{10}$$

Temperature has dropped out, and the correction at fixed $E_F$ is exponentially small.

The correction is larger when the density is held fixed instead. Symmetry gives $N=0$ at $\eta=0$, so integrating $dN/d\eta$ with (9) gives, for $\eta>0$,

$$N=n_T\left[\frac{\eta^2}{2}+2\int_0^\eta\ln(1+e^{-s})\,ds\right].$$

For large $\eta$ the upper limit may be moved to infinity, with an error in the bracket below $2e^{-\eta}$. Expanding the logarithm and integrating term by term,

$$\int_0^\infty\ln(1+e^{-s})\,ds=\sum_{m=1}^\infty\frac{(-1)^{m-1}}{m^2}=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}, \tag{11}$$

where the subtraction reverses the sign of the even terms in $\sum 1/m^2=\pi^2/6$. Therefore

$$N\simeq\frac{E_F^2+\pi^2(kT)^2/3}{\pi\hbar^2v^2}. \tag{12}$$

At $T=0$ this gives $E_F=\hbar v\sqrt{\pi N}$, and (10) becomes the square-root law $C_Q=2e^2\sqrt{N/\pi}/(\hbar v)$. If that law is used at finite temperature with the actual $N$, then for $\eta\gg1$, where (12) holds, it exceeds the degenerate value (10) by the factor $\sqrt{1+\pi^2/(3\eta^2)}$. This excess falls off as a power of $\eta$.

Near the Dirac point the slope of the logarithm decides the shape:

$$\frac{d}{d\eta}\ln[2(1+\cosh\eta)]=\frac{\sinh\eta}{1+\cosh\eta}=\frac{2\sinh(\eta/2)\cosh(\eta/2)}{2\cosh^2(\eta/2)}=\tanh\frac{\eta}{2}. \tag{13}$$

The slope is negative for $\eta<0$, zero at $\eta=0$ and positive for $\eta>0$. There is thus a single minimum, at the Dirac point, with the value

$$C_{\min}=\frac{2e^2kT}{\pi\hbar^2v^2}\ln4. \tag{14}$$

Close to it $\tanh(\eta/2)\simeq\eta/2$, so the logarithm rises as $\ln4+\eta^2/4$.

The density of states vanishes at the Dirac point, yet $C_Q$ does not, because the thermal window reaches states on both sides. At $\eta=0$ each density in (6) equals $n_T\int_0^\infty xF(x)\,dx$. The expansion $F(x)=\sum_{m\ge1}(-1)^{m-1}e^{-mx}$ turns this integral into the sum in (11), so

$$n=p=\frac{\pi}{6}\left(\frac{kT}{\hbar v}\right)^2 .$$

The charges of these carriers cancel, while their responses to a change of $E_F$ add. In this model the minimum is purely thermal and vanishes in proportion to $T$.

## Second derivation: smooth the zero-temperature curve

At $T=0$ all states below the chemical potential are filled. If the chemical potential is $\varepsilon$, the net density and the capacitance are

$$N_0(\varepsilon)=\operatorname{sgn}(\varepsilon)\,\frac{\varepsilon^2}{\pi\hbar^2v^2},\qquad C_0(\varepsilon)=e^2\frac{dN_0}{d\varepsilon}=K|\varepsilon|,\qquad K=\frac{2e^2}{\pi\hbar^2v^2}. \tag{15}$$

The capacitance is a V with its tip at zero. Finite temperature enters through the weight

$$w(u)=\frac{1}{4kT}\operatorname{sech}^2\frac{u}{2kT},$$

which is even, has unit area, and satisfies $-df/dE=w(E-E_F)$. Since $f$ vanishes at high energy,

$$f(E)=\int_E^\infty w(\varepsilon-E_F)\,d\varepsilon=\int_{-\infty}^{\infty}\theta(\varepsilon-E)\,w(\varepsilon-E_F)\,d\varepsilon ,$$

where $\theta$ is the unit step. The Fermi function is thus a weighted average of sharp steps, each being the zero-temperature occupation for a chemical potential $\varepsilon$. The net density is linear in the occupation, so it is the same average of $N_0$. With $\varepsilon=E_F+u$,

$$N=\int_{-\infty}^\infty N_0(E_F+u)\,w(u)\,du,\qquad C_Q=K\int_{-\infty}^\infty|E_F+u|\,w(u)\,du. \tag{16}$$

The second formula follows from the first by (1). It says that temperature rounds the tip of the V.

To evaluate it, differentiate once more. The derivative of $|y|$ is $\operatorname{sgn}(y)$ except at the single point $y=0$, which does not affect the integral:

$$\frac{dC_Q}{dE_F}=K\left[\int_{-E_F}^\infty w\,du-\int_{-\infty}^{-E_F}w\,du\right].$$

Because $w$ is even, the second integral equals $\int_{E_F}^\infty w\,du$, which cancels the part of the first that lies above $E_F$. What remains is

$$\frac{dC_Q}{dE_F}=K\int_{-E_F}^{E_F}w(u)\,du=K\left[\frac12\tanh\frac{u}{2kT}\right]_{-E_F}^{E_F}=K\tanh\frac{E_F}{2kT}. \tag{17}$$

Integration gives, with a constant $c$ still to be found,

$$C_Q=K\left[2kT\ln\cosh\frac{E_F}{2kT}+c\right]. \tag{18}$$

The constant follows from the behaviour far from the tip. For $E_F>0$, $|E_F+u|$ equals $E_F+u$ if $u>-E_F$, and exceeds it by $2(-E_F-u)$ if $u<-E_F$. The average of $u$ is zero. With $s=-u$ in the excess term, (16) becomes

$$\frac{C_Q}{K}=E_F+2\int_{E_F}^\infty(s-E_F)\,w(s)\,ds .$$

For $s>0$, $\cosh y>e^{y}/2$ implies $w(s)<e^{-s/kT}/kT$, so the last term is less than $2kT\,e^{-E_F/kT}$ and tends to zero. On the other side,

$$2kT\ln\cosh\frac{E_F}{2kT}=E_F-2kT\ln2+2kT\ln\!\left(1+e^{-E_F/kT}\right).$$

Comparison at large $E_F$ gives $c=2kT\ln2$. Hence

$$C_Q=K\,kT\ln\!\left[4\cosh^2\frac{E_F}{2kT}\right]=K\,kT\ln\!\left[2\left(1+\cosh\frac{E_F}{kT}\right)\right],$$

where $2\cosh^2(y/2)=1+\cosh y$ was used. This is (4) again. At $E_F=0$, (16) also gives the minimum a direct meaning: $C_{\min}/K=kT\ln4$ is the average of $|u|$ over the thermal weight.

## What each derivation assumes

Both derivations take the electrons to be independent, with Fermi–Dirac occupation of a spectrum that changes neither with temperature nor with filling. Both use the linear density of states (5) and a uniform sheet.

The first derivation treats the two cones separately and needs no symmetry between them. If electrons and holes had different velocities $v_e$ and $v_h$, (7) and (8) would hold with their own prefactors, and

$$C_Q=\frac{2e^2kT}{\pi\hbar^2}\left[\frac{\ln(1+e^\eta)}{v_e^2}+\frac{\ln(1+e^{-\eta})}{v_h^2}\right].$$

Its slope at $\eta=0$ is proportional to $1/v_e^2-1/v_h^2$, so the minimum would no longer lie at the Dirac point. The first derivation also yields $n$ and $p$ individually. The linear limit comes out at the end.

The second derivation starts from the linear law and obtains the logarithm by smoothing it. The averaging step (16) holds for any fixed density of states, with the corresponding $C_0$ in place of $K|\varepsilon|$. The cancellation leading to (17) does use the equal slopes of the two arms of the V. The route is written here for the net density, but the same average applied to each cone separately gives $n$ and $p$. It also extends naturally to a sheet whose Dirac energy varies slowly from place to place. Suppose that the local Dirac energy is shifted by $u$ with probability density $P(u)$, that each region responds like a uniform sheet, and that the shifts stay fixed as $E_F$ changes. The area average of $e^2\,dN/dE_F$ is then

$$\overline{C_Q}(E_F)=\int P(u)\,C_Q(E_F-u)\,du\;\ge\;C_{\min}.$$

As $T\to0$ it tends to $K$ times the average of $|E_F-u|$, which is positive whenever the shifts are not all equal. Within this picture, disorder leaves a finite minimum at zero temperature.

Interactions break the shared assumption of a fixed spectrum. As an illustration, suppose their only effect is to make the slope of the cone depend on density, while the Dirac point stays tied to the electrostatic potential. Then at $T=0$ and $N>0$ the relation $E_F=\hbar v(N)\sqrt{\pi N}$ gives

$$\frac{dE_F}{dN}=\frac{\hbar v}{2}\sqrt{\frac{\pi}{N}}+\hbar\sqrt{\pi N}\,\frac{dv}{dN},$$

and the second term is absent from (4). This is not a full treatment. Interactions can also shift the Dirac energy by an amount that depends on density, and such a shift adds a further term to the inverse capacitance in (3).

The error of the linear bands was tested by summing over the whole Brillouin zone of a honeycomb lattice with nearest-neighbour hopping $t$. For $E_F=8kT$ the lattice capacitance exceeds the cone result by 0.25% at $kT/t=0.010$ and by 0.062% at $kT/t=0.005$. Halving all energies reduces the excess about fourfold, as expected for a correction of second order in energy over $t$. This scaling belongs to the nearest-neighbour model, whose two bands are mirror images, and it understates the error for real graphene. A next-nearest-neighbour hopping $t'$ shifts both bands by a term of size $|t'|E^2/t^2$ in the same direction. This changes $g(E)$ by the relative amount $3|t'E|/t^2$, which is of first order in energy and of opposite sign for electrons and holes. Estimates of $|t'|$ in graphene are of order $0.1t$; for $|t'|=0.1t$, $kT/t=0.010$ and $|E_F|=8kT$ the deviation from the cone result is 2 to 3%, about ten times the nearest-neighbour figure.

## Worked example

Take the round values $v=1.0\times10^6$ m/s, $T=300$ K and $C_{ox}=2$ µF/cm². Then $\hbar v=0.65821$ eV nm and $kT=0.025852$ eV. The prefactor of the logarithm is

$$\frac{2e^2kT}{\pi\hbar^2v^2}=\frac{2\times0.025852}{\pi\times0.65821^2}\,\frac{e}{\text{V nm}^2}=0.6086\ \text{µF/cm}^2,$$

since $1\,e/(\text{V nm}^2)$ is 16.02 µF/cm². The minimum is $0.6086\times1.3863=0.844$ µF/cm², or 0.00844 F/m². At 100 K it is one third of this, 0.281 µF/cm². The neutral sheet at 300 K holds $8.1\times10^{10}$ cm⁻² electrons and as many holes.

In the table, capacitances are in µF/cm² and $N$ is in $10^{12}$ cm⁻².

| $E_F$ (eV) | $N$ | $C_Q$ | linear law | total $C$ |
|---|---|---|---|---|
| 0 | 0 | 0.844 | 0 | 0.593 |
| 0.05 | 0.318 | 1.34 | 1.18 | 0.803 |
| 0.10 | 0.892 | 2.38 | 2.35 | 1.09 |
| 0.20 | 3.10 | 4.71 | 4.71 | 1.40 |

At 0.05 eV, $\eta=1.934$ and the linear law gives $0.6086\times1.934=1.18$ µF/cm², which is 12% below the full $C_Q$. The shortfall drops to 1% at $|E_F|=3.91\,kT$, or 0.101 eV. At 0.20 eV it is about 0.01%, whereas the square-root law with the actual density gives 4.84 µF/cm², 2.7% above the full $C_Q$. The factor below (12) accounts for this: with $\eta=7.736$, $\sqrt{1+\pi^2/(3\eta^2)}=1.027$.

The total capacitance at the Dirac point is $2\times0.8437/(2+0.8437)=0.593$ µF/cm², well below $C_{ox}$. Even at 0.20 eV it reaches only 70% of $C_{ox}$. There the gate voltage is 0.448 V, of which 0.200 V raises the chemical potential and 0.248 V falls across the insulator.

The numerical check compares (4) with derivatives of directly integrated densities, and the series law (3) with numerical solutions of (2).

## Table of computed values

```
band velocity v = 1.00e+06 m/s
temperature T = 300 K
oxide capacitance C_ox = 2.00 uF/cm^2
hbar*v = 0.65821 eV nm
thermal energy kT = 0.025852 eV
prefactor 2e^2kT/(pi hbar^2 v^2) = 0.6086 uF/cm^2
ln 4 = 1.38629
minimum C_Q at 300 K = 0.8437 uF/cm^2
same minimum = 0.008437 F/m^2
minimum C_Q at 100 K = 0.2812 uF/cm^2
n = p at Dirac point, 300 K = 8.0771e+10 cm^-2
EF = 0.00 eV: EF/kT = 0.0000
  net density n-p = 0.0000e+00 cm^-2
  C_Q = 0.8437 uF/cm^2
  linear law = 0.0000 uF/cm^2
  total gate capacitance = 0.5934 uF/cm^2
  gate voltage = 0.0000 V
EF = 0.05 eV: EF/kT = 1.9341
  net density n-p = 3.1779e+11 cm^-2
  C_Q = 1.3415 uF/cm^2
  linear law = 1.1771 uF/cm^2
  total gate capacitance = 0.8029 uF/cm^2
  gate voltage = 0.0755 V
EF = 0.10 eV: EF/kT = 3.8682
  net density n-p = 8.9217e+11 cm^-2
  C_Q = 2.3795 uF/cm^2
  linear law = 2.3543 uF/cm^2
  total gate capacitance = 1.0866 uF/cm^2
  gate voltage = 0.1715 V
EF = 0.20 eV: EF/kT = 7.7363
  net density n-p = 3.1003e+12 cm^-2
  C_Q = 4.7091 uF/cm^2
  linear law = 4.7086 uF/cm^2
  total gate capacitance = 1.4038 uF/cm^2
  gate voltage = 0.4484 V
linear law 1% low at |EF|/kT = 3.914
  that is |EF| = 0.1012 eV
square-root density law at 0.20 eV = 4.8362 uF/cm^2
  its relative error = 2.70 %
  linear law relative error at 0.20 eV = -0.0113 %
largest relative error, formula vs definition = 6.0e-06
lattice excess over cone, EF/kT = 0, kT/t = 0.010: 0.0260 %
lattice excess over cone, EF/kT = 0, kT/t = 0.005: 0.0065 %
lattice excess over cone, EF/kT = 8, kT/t = 0.010: 0.2474 %
lattice excess over cone, EF/kT = 8, kT/t = 0.005: 0.0616 %
```
